# Monotonic Adiabatic Connection and the Bounds on Exchange-Correlation Energy

Take a system of interacting electrons and weaken their mutual repulsion by a factor \(\lambda\), while adjusting the external potential so that the density does not change. At \(\lambda=1\) the electrons are the physical ones, and at \(\lambda=0\) they are the non-interacting electrons of Kohn–Sham theory. The density is the same throughout, but the electrons can avoid one another to different degrees. How must the repulsion energy respond, and what does that imply for the exchange-correlation energy? Two applications of the variational principle answer both questions.

## Definitions and assumptions

Atomic units are used in the algebra. Let \(n\) be an \(N\)-electron density, \(T\) the kinetic-energy operator and \(V_{ee}=\sum_{i<j}1/|\mathbf r_i-\mathbf r_j|\). For \(0\le\lambda\le1\), define

\[
F_\lambda=\min_{\Psi\to n}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle ,
\]

where the search covers normalised antisymmetric wavefunctions with density \(n\). A minimiser \(\Psi_\lambda\) with finite energy is assumed to exist. Write

\[
T_\lambda=\langle\Psi_\lambda|T|\Psi_\lambda\rangle,\qquad
V_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle,\qquad
F_\lambda=T_\lambda+\lambda V_\lambda .
\]

The Hartree energy and the adiabatic-connection integrand are

\[
U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',
\qquad W_\lambda=V_\lambda-U .
\]

At \(\lambda=0\) the minimiser is assumed to be a single determinant \(\Phi\). Then \(T_s=T_0=F_0\), and

\[
E_x=\langle\Phi|V_{ee}|\Phi\rangle-U=W_0,\qquad
E_{xc}=F_1-T_s-U,\qquad T_c=T_1-T_s .
\]

The correlation energy is \(E_c=E_{xc}-E_x\). The results to be shown are

\[
W_b\le W_a\ \ (a<b),\qquad W_1\le E_{xc}\le E_x,\qquad T_c=E_{xc}-W_1\ge0 .
\]

These are weak inequalities. For one electron \(V_{ee}=0\), so \(W_\lambda=-U\) at every coupling, all three energies in the chain are equal, and \(T_c=0\). Conditions for strict inequalities are given below.

## The two variational inequalities

Choose two couplings \(a<b\). Since \(\Psi_a\) and \(\Psi_b\) have the same density, each is admitted to the search that defines the other. At coupling \(a\), \(\Psi_b\) cannot give less than the minimum:

\[
T_a+aV_a\le T_b+aV_b. \tag{1}
\]

At coupling \(b\), \(\Psi_a\) cannot give less than the minimum:

\[
T_b+bV_b\le T_a+bV_a. \tag{2}
\]

Add (1) and (2). The kinetic energies cancel, leaving

\[
aV_a+bV_b\le aV_b+bV_a .
\]

Moving all terms to the left gives

\[
(b-a)(V_b-V_a)\le0. \tag{3}
\]

Because \(b-a>0\), \(V_b\le V_a\). The Hartree energy depends on the density alone, so subtracting it from both sides gives \(W_b\le W_a\). This argument requires neither a derivative with respect to \(\lambda\) nor weak coupling.

Inequality (1) also gives

\[
T_b-T_a\ge a(V_a-V_b)\ge0. \tag{4}
\]

Thus the kinetic energy cannot fall as the coupling grows. A stronger repulsion makes it worthwhile to pay kinetic energy for a reduction in repulsion energy.

If several minimisers exist at one coupling, \(V_\lambda\) may depend on which is selected. Inequalities (1)–(4) hold for every selection.

## Bounds on the exchange-correlation energy

The right side of (1) is \(F_b-(b-a)V_b\), and the right side of (2) is \(F_a+(b-a)V_a\). The two inequalities therefore become

\[
(b-a)V_b\le F_b-F_a\le(b-a)V_a. \tag{5}
\]

Set \(a=0\), \(b=1\), and subtract \(U\):

\[
V_1-U\le F_1-F_0-U\le V_0-U .
\]

Since \(F_0=T_s\), the middle expression is \(E_{xc}\), so

\[
W_1\le E_{xc}\le W_0=E_x. \tag{6}
\]

The lower bound comes from using the interacting wavefunction as a trial function at zero coupling. The upper bound comes from using the Kohn–Sham determinant at full coupling.

For the kinetic contribution, insert \(F_1=T_1+V_1\) into the definition of \(E_{xc}\):

\[
E_{xc}=(T_1-T_s)+(V_1-U)=T_c+W_1 .
\]

Hence

\[
T_c=E_{xc}-W_1\ge0. \tag{7}
\]

The integrand at full coupling contains the physical repulsion energy but not the kinetic cost of correlation. That cost is the amount by which \(E_{xc}\) lies above \(W_1\). From (6), \(E_c\le0\), and from (7),

\[
T_c+|E_c|=(E_{xc}-W_1)+(E_x-E_{xc})=W_0-W_1. \tag{8}
\]

## The coupling integral and its error bound

Divide the interval from 0 to 1 into \(M\) equal panels with \(\lambda_k=k/M\). Apply (5) to each panel, add the results and subtract \(U\). The differences \(F_{\lambda_{k+1}}-F_{\lambda_k}\) telescope to \(F_1-F_0\), giving

\[
L_M\equiv\frac1M\sum_{k=1}^{M}W_{\lambda_k}
\le E_{xc}\le
\frac1M\sum_{k=0}^{M-1}W_{\lambda_k}\equiv R_M. \tag{9}
\]

The two sums share all terms except the endpoints, so

\[
R_M-L_M=\frac{W_0-W_1}{M}.
\]

Since \(W_\lambda\) is monotonic, its integral also lies between \(L_M\) and \(R_M\). Their separation vanishes as \(M\to\infty\), which proves

\[
E_{xc}=\int_0^1W_\lambda\,d\lambda
\]

without assuming that \(F_\lambda\) is differentiable. The trapezoidal rule is \((L_M+R_M)/2\), the midpoint of the enclosing interval. Its absolute error is therefore at most \((W_0-W_1)/(2M)\), provided that the values of \(W_\lambda\) are accurate.

By this integral, \(T_c\) is the area between the curve and the horizontal line at \(W_1\), while \(|E_c|\) is the area between the line at \(W_0\) and the curve. Monotonicity makes both areas non-negative but does not determine which is larger. The inequality \(T_c\le|E_c|\) would follow if the curve were convex, because it would then lie below its chord. Convexity has not been proved here.

## When the inequalities are strict

Let \(N\ge2\). Suppose that \(n\) is a ground-state density of

\[
H_\lambda=T+\lambda V_{ee}+\sum_i v_\lambda(\mathbf r_i)
\]

at both \(\lambda=a\) and \(\lambda=b\), and that the minimisers are nonzero for almost all electron positions. The ground-state energy is then \(E_\lambda=F_\lambda+\int v_\lambda n\,d\mathbf r\) at each of these couplings, so every minimiser there is a ground state.

If \(W_a=W_b\), then \(V_a=V_b\). Inequality (1) gives \(T_a\le T_b\), and (2) gives \(T_b\le T_a\). Thus \(T_a=T_b\), and \(\Psi_a\) is also a minimiser at coupling \(b\). It satisfies both Schrödinger equations, whose difference is

\[
\left[(b-a)V_{ee}+\sum_i\{v_b(\mathbf r_i)-v_a(\mathbf r_i)\}-(E_b-E_a)\right]\Psi_a=0 .
\]

Where \(\Psi_a\ne0\) the bracket must vanish, so \(V_{ee}\) would equal a sum of one-body functions plus a constant almost everywhere. To exclude this, hold all electrons except 1 and 2 fixed and form the mixed difference

\[
V_{ee}(\mathbf r_1,\mathbf r_2)-V_{ee}(\mathbf r_1',\mathbf r_2)
-V_{ee}(\mathbf r_1,\mathbf r_2')+V_{ee}(\mathbf r_1',\mathbf r_2').
\]

Every term that depends on at most one of the two positions cancels. The remainder contains \(1/|\mathbf r_1-\mathbf r_2|\), which grows without limit as \(\mathbf r_1\to\mathbf r_2\), while the other three terms stay bounded if the primed points are kept apart from each other and from the unprimed pair. The difference is therefore nonzero on a set of positive measure, a contradiction. Hence \(W_b<W_a\).

The bounds in (6) are strict under the same conditions at \(\lambda=0\) and 1. If \(E_{xc}=W_1\), then \(T_1=T_0\), and \(\Psi_1\) is a minimiser at zero coupling as well. If \(E_{xc}=E_x\), then \(F_1=T_0+V_0\), and \(\Phi\) is a minimiser at full coupling as well. Either case leads to the contradiction just found.

## Consequences for an implementation

**Incomplete minimisation.** Suppose the computed wavefunctions have the correct density, but their values of \(T+\lambda V_{ee}\) lie above the minima by \(\varepsilon_a\) and \(\varepsilon_b\). These errors are added to the right sides of (1) and (2), and their sum becomes

\[
V_b-V_a\le\frac{\varepsilon_a+\varepsilon_b}{b-a}. \tag{10}
\]

A small optimisation error can thus produce a visible rise in \(W_\lambda\) when two couplings are close together.

**Density mismatch.** Suppose instead that \(\Psi_a\) and \(\Psi_b\) are accurate ground states in potentials \(v_a\) and \(v_b\), but their densities \(n_a\) and \(n_b\) differ. The ordinary variational principle adds \(\int v_a n_a\,d\mathbf r\) to the left of (1) and \(\int v_a n_b\,d\mathbf r\) to its right. In (2) the additions are \(\int v_b n_b\,d\mathbf r\) and \(\int v_b n_a\,d\mathbf r\). The sum is

\[
(b-a)(V_b-V_a)\le\int(v_a-v_b)(n_b-n_a)\,d\mathbf r. \tag{11}
\]

The right side is the allowance for imperfect density inversion. For a test of \(W_\lambda\), any difference between the Hartree energies of \(n_a\) and \(n_b\) must be included too.

**Restricted wavefunctions.** The proof of (1)–(5) survives if every search uses the same restricted set of wavefunctions and the minimisers exist in that set. It gives no protection to a method that estimates \(W_\lambda\) without such a minimisation.

A finite orbital basis needs particular care. With real basis functions \(\chi_i\), the density is \(n=\sum_{ij}\gamma_{ij}\chi_i\chi_j\). If the distinct products \(\chi_i\chi_j\) are linearly independent, \(n\) fixes the symmetric part of \(\gamma\), and hence the kinetic energy. All wavefunctions in the search then have the same \(T\), and the kinetic effect of correlation has been removed by the basis. A lattice avoids this, because its density fixes the site occupations but leaves the hopping terms free.

## Two electrons in a tilted box

The example is a one-dimensional lattice model with hard walls 6.0 Å apart and 29 interior sites at spacing \(h=0.2\) Å. At full coupling the external potential is \((0.5\ \mathrm{eV/Å})\,x\). Electrons at separation \(d\) repel with energy

\[
w(d)=\frac{14.39965\ \mathrm{eV\,Å}}{\sqrt{d^2+(0.5\ \mathrm{Å})^2}} .
\]

The one-electron kinetic matrix has \(2t\) on its diagonal and \(-t\) between neighbours, where

\[
t=\frac{\hbar^2}{2mh^2}=\frac{3.80998\ \mathrm{eV\,Å^2}}{(0.2\ \mathrm{Å})^2}=95.2\ \mathrm{eV}.
\]

The lattice is the model itself, not an estimate of a continuum limit. The variational proof applies with integrals replaced by sums.

The strictness argument also carries over. Since hopping elements are negative, replacing amplitudes by their absolute values cannot raise the energy, so a non-negative ground state exists. If it vanished at one pair of sites, the Schrödinger equation there would force the neighbouring amplitudes to vanish, and then all others. It is therefore positive everywhere. Two ground states positive everywhere cannot be orthogonal, and a ground state with both signs would have an absolute value that is also a ground state, with the same energy only if no sign change occurred across a hop. The ground state is thus unique and symmetric under exchange, a spin singlet. The softened repulsion is not additive: for neighbouring sites its mixed difference is \(2[w(0)-w(h)]>0\).

Diagonalisation in the 435 symmetric pair states gives the density at \(\lambda=1\). At each smaller coupling, the potential that restores this density maximises

\[
G[v]=E_\lambda[v]-\sum_jv_jn_j ,
\]

where \(E_\lambda[v]\) is the ground-state energy. As a minimum of functions linear in \(v\), \(E_\lambda[v]\) is concave. The gradient of \(G\) is the computed density minus the target, so it vanishes when they agree. Newton steps \(\delta v\) solve \(\chi\,\delta v=n-n_v\), with \(\chi_{ij}=\partial n_i/\partial v_j\) from first-order perturbation theory and the arbitrary constant in \(v\) held fixed. A step is halved if it lowers \(G\). The largest final density mismatch was \(9\times10^{-11}\) electrons per site.

| \(\lambda\) | \(T_\lambda\) (eV) | \(V_\lambda\) (eV) | \(W_\lambda\) (eV) | \(\langle\lvert x_1-x_2\rvert\rangle\) (Å) |
|---:|---:|---:|---:|---:|
| 0.00 | 4.083 | 12.100 | −12.100 | 1.713 |
| 0.25 | 4.468 | 7.513 | −16.688 | 2.466 |
| 0.50 | 4.723 | 6.782 | −17.419 | 2.573 |
| 0.75 | 4.893 | 6.504 | −17.697 | 2.607 |
| 1.00 | 5.030 | 6.345 | −17.855 | 2.623 |

Sums below were formed before rounding, so a last digit may differ by one. For \(a=0.25\) and \(b=0.75\), inequality (1) reads

\[
4.468+0.25(7.513)=6.346\ \mathrm{eV}
\le4.893+0.25(6.504)=6.519\ \mathrm{eV},
\]

and inequality (2) reads

\[
4.893+0.75(6.504)=9.771\ \mathrm{eV}
\le4.468+0.75(7.513)=10.102\ \mathrm{eV}.
\]

At zero coupling both electrons occupy \(\phi_j=\sqrt{n_j/2}\). Expanding the kinetic matrix element, with \(\phi=0\) at the walls, gives \(T_s=2t\sum_j(\phi_{j+1}-\phi_j)^2=4.083\) eV. The repulsion energy is

\[
V_0=\sum_{ij}\phi_i^2\phi_j^2w_{ij}
=\frac14\sum_{ij}n_in_jw_{ij}=\frac U2 ,
\]

so \(E_x=-U/2\). With \(U=24.200\) eV, \(E_x=-12.100\) eV. The definition of \(E_{xc}\) gives

\[
E_{xc}=(5.030+6.345)-4.083-24.200=-16.908\ \mathrm{eV}.
\]

The chain (6) is therefore

\[
-17.855<-16.908<-12.100\quad\text{(eV)},
\]

or \(-0.656<-0.621<-0.445\) hartree. The kinetic contribution is

\[
T_c=5.030-4.083=-16.908+17.855=0.947\ \mathrm{eV}=0.0348\ \mathrm{hartree}.
\]

Here \(|E_c|=4.808\) eV, so \(T_c<|E_c|\) in this example, although the proof does not require it.

About 80% of the fall in \(W_\lambda\) occurs between \(\lambda=0\) and 0.25. Over the same range the mean separation rises by 0.75 Å, compared with 0.16 Å over the remaining three quarters. Most of the spatial avoidance in this model is thus already present at a quarter of the physical coupling, and \(W_\lambda\) is far from linear in \(\lambda\).

This uneven fall matters for quadrature. With four panels, (9) encloses \(E_{xc}\) between −17.41 and −15.98 eV. Their midpoint, the trapezoidal result, is −16.70 eV. It lies 0.21 eV above the value from the definition, within the guaranteed limit of \(5.755/8=0.72\) eV. Eight-point Gauss–Legendre quadrature, with a separate density inversion at each node, gives −16.908 eV and differs from the definition by \(6\times10^{-5}\) eV in magnitude.
